# Apparent Weight and the Inverse Diameter Signal in Czochralski Growth: test program

```python
"""Apparent weight of a Czochralski crystal and its inverse initial signal.

Result under test (apparent mass w = force / g):
    w = M + rho_l*pi*R^2*h + 2*pi*R*gamma*cos(alpha)/g
and, for small departures from steady growth,
    dw = A*integral(dR dt) + B*dR - K*dalpha,   d(dR)/dt = v*dalpha.
K > 0 means that a crystal which starts to widen first reads too light.

M: crystal mass, R: crystal radius, h: height of the flat interface above the
melt level, alpha: outward lean of the melt surface from the vertical at the
triple line, alpha0: growth angle, gamma: surface tension, v: pull rate relative
to the melt level, rho_s and rho_l: densities of solid and melt.
The meniscus is solved numerically; growth is simulated slice by slice.
SI units are used internally.
"""
import numpy as np
from math import pi, sin, cos, tan, sqrt, exp, log, radians, degrees
from numpy.polynomial import chebyshev as cheb
from scipy.constants import g
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import k0e, k1e

rho_l = 6000.0
gamma = 0.600
R0 = 0.025
v = 0.010 / 3600.0
rho_inv, angle_inv = 5600.0, radians(10.0)    # inverting case
rho_nor, angle_nor = 6400.0, 0.0              # normal case
tilt = radians(2.0)
tau = 120.0
cap = sqrt(gamma / (rho_l * g))               # capillary length


def solve_meniscus(radius, alpha):
    """Axisymmetric Young-Laplace surface; lengths in capillary lengths.

    Returns interface height, raised volume and energy (unit gamma*cap^2).
    The slope angle chi from the horizontal is the independent variable.
    """
    r_far = radius + 8.0
    slope_ratio = k1e(r_far) / k0e(r_far)

    def rhs(chi, y):
        r, z = y[0], y[1]
        s, c = sin(chi), cos(chi)
        curvature = z + s / r
        area_energy = 2 * pi * r * 2 * sin(chi / 2) ** 2
        lift_energy = pi * r * z * z * c
        return [-c / curvature, s / curvature, 2 * pi * r * z * c / curvature,
                (area_energy + lift_energy) / curvature]

    def shoot(log_chi):
        chi_far = exp(log_chi)
        start = [r_far, chi_far / slope_ratio, 2 * pi * r_far * chi_far, 0.0]
        sol = solve_ivp(rhs, (chi_far, pi / 2 - alpha), start,
                        method="DOP853", rtol=1e-10, atol=1e-12)
        assert sol.success
        return sol.y[:, -1]

    root = brentq(lambda q: shoot(q)[0] - radius, log(2e-5), log(1.5e-2),
                  xtol=1e-12)
    _, h, outer_volume, outer_energy = shoot(root)
    return np.array([h, outer_volume + pi * radius**2 * h,
                     outer_energy + 0.5 * pi * radius**2 * h**2])


# Chebyshev interpolation of the numerical meniscus in radius and angle
R_mid, R_half = R0, 0.0005
a_mid, a_half = radians(6.0), radians(7.0)
n_R, n_a = 4, 7
x_R = np.cos(pi * (np.arange(n_R) + 0.5) / n_R)
x_a = np.cos(pi * (np.arange(n_a) + 0.5) / n_a)
values = np.array([[solve_meniscus((R_mid + R_half * p) / cap,
                                   a_mid + a_half * q)
                    for q in x_a] for p in x_R])
inverse_R = np.linalg.inv(cheb.chebvander(x_R, n_R - 1))
inverse_a = np.linalg.inv(cheb.chebvander(x_a, n_a - 1))
coefs = np.einsum("ip,jq,pqk->ijk", inverse_R, inverse_a, values)
scales = np.array([cap, cap**3, gamma * cap**2])


def meniscus(R, alpha):
    """Interface height (m), raised melt volume (m^3), energy (J)."""
    p, q = (R - R_mid) / R_half, (alpha - a_mid) / a_half
    assert abs(p) <= 1.0 and abs(q) <= 1.0
    return cheb.chebval2d(p, q, coefs) * scales


direct = solve_meniscus(0.02513 / cap, radians(11.3)) * scales
assert np.allclose(meniscus(0.02513, radians(11.3)), direct, rtol=1e-7, atol=0)


def height_slopes(R, alpha):
    dR, da = 1e-5, 1e-3
    h_R = (meniscus(R + dR, alpha)[0] - meniscus(R - dR, alpha)[0]) / (2 * dR)
    h_a = (meniscus(R, alpha + da)[0] - meniscus(R, alpha - da)[0]) / (2 * da)
    return h_R, h_a


# Force law against weight of raised melt and against virtual work
for test_angle in (angle_nor, angle_inv):
    h, volume, _ = meniscus(R0, test_angle)
    force = pi * R0**2 * rho_l * g * h + 2 * pi * R0 * gamma * cos(test_angle)
    up, down = meniscus(R0, test_angle + 1e-3), meniscus(R0, test_angle - 1e-3)
    work_force = (up[2] - down[2]) / (up[0] - down[0])
    assert abs(rho_l * g * volume / force - 1) < 1e-6
    assert abs(work_force / force - 1) < 1e-5    # finite-difference error

# Wide-crystal limit of the meniscus height: error must fall as 1/R
h0 = meniscus(R0, angle_inv)[0]
h_wide = cap * sqrt(2 * (1 - sin(angle_inv)))
h_large = solve_meniscus(4 * R0 / cap, angle_inv)[0] * cap
assert 3.3 < (h_wide - h0) / (h_wide - h_large) < 4.3


def grow(rho_s, alpha0, times, angles, R_start=R0):
    """Add solid slices; return radius and weight signal against steady growth."""
    R, mass = R_start, 0.0
    h, volume, _ = meniscus(R, angles[0])
    w_start = rho_l * volume
    radii, signal = [R], [0.0]
    for i in range(1, len(times)):
        dt = times[i] - times[i - 1]
        lean = 0.5 * (angles[i] + angles[i - 1]) - alpha0
        R_new = R
        for _ in range(4):
            h_new, volume, _ = meniscus(R_new, angles[i])
            slice_height = v * dt - (h_new - h)
            R_new = R + slice_height * tan(lean)
        mass += rho_s * pi * slice_height * (R * R + R * R_new + R_new**2) / 3
        R, h = R_new, h_new
        steady = rho_s * pi * R0**2 * v * (times[i] - times[0])
        radii.append(R)
        signal.append(mass + rho_l * volume - w_start - steady)
    return np.array(radii), np.array(signal)


def coefficients(rho_s, alpha0):
    h = meniscus(R0, alpha0)[0]
    h_R, h_a = height_slopes(R0, alpha0)
    A = 2 * pi * rho_s * R0 * v
    B = (2 * pi * rho_l * R0 * h + 2 * pi * gamma * cos(alpha0) / g
         + pi * R0**2 * (rho_l - rho_s) * h_R)
    K_density = -pi * R0**2 * (rho_l - rho_s) * h_a
    K_tension = 2 * pi * R0 * gamma * sin(alpha0) / g
    return A, B, K_density, K_tension


def sudden_response(rho_s, alpha0):
    """Simulated signal per radian for a small, almost instantaneous tilt."""
    small = radians(0.05)
    times = np.linspace(0.0, 1e-3, 11)
    angles = alpha0 + small * np.linspace(0.0, 1.0, 11)
    return grow(rho_s, alpha0, times, angles)[1][-1] / small


# Each cause of inversion alone, both together, and the normal case
cases = [("both causes", rho_inv, angle_inv),
         ("denser melt only", rho_inv, 0.0),
         ("growth angle only", rho_l, angle_inv),
         ("normal case", rho_nor, angle_nor)]
sudden = []
for name, density, angle in cases:
    K_case = sum(coefficients(density, angle)[2:])
    response = sudden_response(density, angle)
    assert abs(response / -K_case - 1) < 0.01    # finite tilt of 0.05 degree
    sudden.append((name, response))
assert all(item[1] < 0 for item in sudden[:3]) and sudden[3][1] > 0

# Threshold density of the solid
h_R0, h_a0 = height_slopes(R0, angle_inv)
rho_crit = rho_l + 2 * gamma * sin(angle_inv) / (g * R0 * abs(h_a0))
assert rho_crit > rho_l
assert sudden_response(0.99 * rho_crit, angle_inv) < 0
assert sudden_response(1.01 * rho_crit, angle_inv) > 0
rho_crit_wide = rho_l * (1 + 2 * h_wide / R0 * tan(angle_inv))
assert abs((rho_crit_wide - rho_l) / (rho_crit - rho_l) - 1) < 0.06
h_a_wide = -cap**2 * cos(angle_inv) / h_wide
assert abs(h_a_wide / h_a0 - 1) < 0.06           # corrections of order cap/R

# Gradual tilt: simulation against the linear law
t = np.linspace(0.0, 1200.0, 801)
rise = 1 - np.exp(-t / tau)
A, B, K_density, K_tension = coefficients(rho_inv, angle_inv)
K = K_density + K_tension
dR_unit = v * (t - tau * rise)
area_unit = v * (t**2 / 2 - tau * t + tau**2 * rise)
linear_unit = A * area_unit + B * dR_unit - K * rise
radii, signal = grow(rho_inv, angle_inv, t, angle_inv + tilt * rise)
_, signal_half = grow(rho_inv, angle_inv, t, angle_inv + tilt / 2 * rise)
error_full = np.max(np.abs(signal - tilt * linear_unit))
error_half = np.max(np.abs(signal_half - tilt / 2 * linear_unit))
assert 3.5 < error_full / error_half < 4.5       # remainder is quadratic
assert error_full < 0.05 * np.max(np.abs(signal))
initial_rate = -K * tilt / tau
assert abs(signal[1] / t[1] / initial_rate - 1) < 0.03


def return_time(curve):
    low = int(np.argmin(curve))
    i = low + int(np.argmax(curve[low:] > 0))
    assert i > low
    return t[i - 1] - curve[i - 1] * (t[i] - t[i - 1]) / (curve[i] - curve[i - 1])


t_back = return_time(signal)
t_back_linear = return_time(linear_unit)
i_min = int(np.argmin(signal))
assert np.all(np.diff(radii) > 0)                # crystal widens throughout
assert np.all(signal[1:][t[1:] < t_back] < 0) and signal[-1] > 0
radii_nor, signal_nor = grow(rho_nor, angle_nor, t, angle_nor + tilt * rise)
assert np.all(signal_nor[1:] > 0) and np.all(np.diff(radii_nor) > 0)

# Growing radius error that the weight rate cannot see
s_star = v * (B + sqrt(B**2 + 4 * A * K / v)) / (2 * K)
seed = radians(0.02)
t_mode = np.linspace(0.0, 2 / s_star, 801)
mode_angle = angle_inv + seed * np.exp(s_star * t_mode)
R_mode, hidden = grow(rho_inv, angle_inv, t_mode, mode_angle,
                      R0 + v * seed / s_star)
visible_scale = K * seed * (exp(2) - 1)
hidden_fraction = np.max(np.abs(hidden)) / visible_scale
growth_factor = (R_mode[-1] - R0) / (R_mode[0] - R0)
assert hidden_fraction < 0.02                    # quadratic terms remain
assert abs(growth_factor / exp(2) - 1) < 0.02

hour = 3600.0
print(f"melt density {rho_l/1e3:.1f} g/cm3; surface tension {gamma*1e3:.0f} mN/m")
print(f"radius {R0*1e3:.0f} mm; pull rate {v*hour*1e3:.0f} mm/h")
print(f"inverting: solid {rho_inv/1e3:.1f} g/cm3, angle {degrees(angle_inv):.0f} deg")
print(f"normal: solid {rho_nor/1e3:.1f} g/cm3, angle {degrees(angle_nor):.0f} deg")
print(f"tilt {degrees(tilt):.0f} deg; time constant {tau/60:.0f} min")
print("INVERTING CASE, STEADY STATE")
print(f"capillary length {cap*1e3:.3f} mm")
print(f"meniscus height: numerical {h0*1e3:.3f} mm, wide limit {h_wide*1e3:.3f} mm")
print(f"dh/dalpha: numerical {h_a0*1e3:.3f}, wide limit {h_a_wide*1e3:.3f} mm/rad")
print(f"dh/dR {h_R0:.4f} (no unit)")
print(f"pressure part of apparent mass {rho_l*pi*R0**2*h0*1e3:.2f} g")
print(f"tension part {2*pi*R0*gamma*cos(angle_inv)/g*1e3:.2f} g")
print(f"raised melt by volume {rho_l*meniscus(R0, angle_inv)[1]*1e3:.2f} g")
print(f"steady weight rate {rho_inv*pi*R0**2*v*hour*1e3:.1f} g/h")
print("LINEAR COEFFICIENTS")
print(f"A {A*hour:.3f} g/(mm h); B {B:.3f} g/mm")
print(f"K {K*1e3:.3f} g/rad = density {K_density*1e3:.3f} + tension {K_tension*1e3:.3f}")
print("SIMULATED SUDDEN RESPONSE PER RADIAN")
for name, response in sudden:
    print(f"{name}: {response*1e3:+.3f} g/rad")
print(f"threshold solid density {rho_crit/1e3:.3f} g/cm3")
print(f"threshold in wide limit {rho_crit_wide/1e3:.3f} g/cm3")
print("GRADUAL TILT: time, radius change, signal inverting, signal normal")
for minute in (1, 2, 4, 6, 8, 12, 20):
    i = int(round(minute * 60 / (t[1] - t[0])))
    print(f"{minute:2d} min {1e3*(radii[i]-R0):.4f} mm "
          f"{signal[i]*1e3:+.4f} g {signal_nor[i]*1e3:+.4f} g")
i = int(round(120 / (t[1] - t[0])))
print(f"linear terms at 2 min: A {A*tilt*area_unit[i]*1e3:+.4f} g, "
      f"B {B*tilt*dR_unit[i]*1e3:+.4f} g, K {-K*tilt*rise[i]*1e3:+.4f} g")
print(f"linear sum at 2 min {tilt*linear_unit[i]*1e3:+.4f} g")
print(f"initial false rate {initial_rate*hour*1e3:.2f} g/h")
print(f"lowest signal {signal[i_min]*1e3:.4f} g at {t[i_min]/60:.2f} min")
print(f"return to zero: simulated {t_back/60:.2f}, linear {t_back_linear/60:.2f} min")
print(f"radius error at return {1e3*(np.interp(t_back, t, radii)-R0):.4f} mm")
print(f"largest linearization error {error_full*1e3:.4f} g")
print(f"error ratio for doubled tilt {error_full/error_half:.2f}")
print(f"invisible mode: rate {s_star*hour:.2f} 1/h, e-fold {1/s_star/60:.2f} min")
print(f"its radius error grew by factor {growth_factor:.2f}")
print(f"its signal / size of K term {hidden_fraction:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
melt density 6.0 g/cm3; surface tension 600 mN/m
radius 25 mm; pull rate 10 mm/h
inverting: solid 5.6 g/cm3, angle 10 deg
normal: solid 6.4 g/cm3, angle 0 deg
tilt 2 deg; time constant 2 min
INVERTING CASE, STEADY STATE
capillary length 3.193 mm
meniscus height: numerical 3.887 mm, wide limit 4.105 mm
dh/dalpha: numerical -2.345, wide limit -2.446 mm/rad
dh/dR 0.0082 (no unit)
pressure part of apparent mass 45.79 g
tension part 9.46 g
raised melt by volume 55.26 g
steady weight rate 110.0 g/h
LINEAR COEFFICIENTS
A 8.796 g/(mm h); B 4.049 g/mm
K 3.510 g/rad = density 1.842 + tension 1.669
SIMULATED SUDDEN RESPONSE PER RADIAN
both causes: -3.511 g/rad
denser melt only: -1.708 g/rad
growth angle only: -1.669 g/rad
normal case: +1.708 g/rad
threshold solid density 6.362 g/cm3
threshold in wide limit 6.347 g/cm3
GRADUAL TILT: time, radius change, signal inverting, signal normal
 1 min 0.0015 mm -0.0432 g +0.0291 g
 2 min 0.0049 mm -0.0599 g +0.0572 g
 4 min 0.0143 mm -0.0502 g +0.1133 g
 6 min 0.0252 mm -0.0127 g +0.1713 g
 8 min 0.0365 mm +0.0372 g +0.2325 g
12 min 0.0596 mm +0.1553 g +0.3661 g
20 min 0.1062 mm +0.4376 g +0.6800 g
linear terms at 2 min: A +0.0005 g, B +0.0173 g, K -0.0775 g
linear sum at 2 min -0.0597 g
initial false rate -3.68 g/h
lowest signal -0.0617 g at 2.50 min
return to zero: simulated 6.54, linear 6.49 min
radius error at return 0.0282 mm
largest linearization error 0.0037 g
error ratio for doubled tilt 3.91
invisible mode: rate 13.40 1/h, e-fold 4.48 min
its radius error grew by factor 7.42
its signal / size of K term 0.0007
ALL CHECKS PASSED
```
